\section*{Specular Electron Reflectivity during Layer Filling: Coverage-Scaled Potentials and Flux Balance}

\section{A single sheet}

Let an electron wave fall on one thin sheet in vacuum. Along the normal \(z\), its wavenumber is \(K\), and the sheet has strength \(s>0\) when complete. At coverage \(\theta\), replace it by its lateral mean:
\begin{equation}
\psi''+[K^2+\theta s\,\delta(z)]\psi=0 .
\end{equation}
The time factor is \(e^{-i\omega t}\), so \(e^{-iKz}\) travels downward. Write \(\psi=e^{-iKz}+Re^{iKz}\) above the sheet and \(\psi=te^{-iKz}\) below it. Continuity gives \(1+R=t\). Integrating the wave equation across the sheet gives \(\psi'(0^+)-\psi'(0^-)=-\theta s t\), or
\begin{equation}
-iK(1-R)+iKt=2iKR=-\theta s t .
\end{equation}
With \(\eta=\theta s/(2K)\), this means \(R=i\eta t\), and therefore
\begin{equation}
t=\frac1{1-i\eta},\qquad R=\frac{i\eta}{1-i\eta},\qquad
|R|^2+|t|^2=\frac{\eta^2+1}{1+\eta^2}=1 .
\label{sheet}
\end{equation}

Flux is conserved for every real \(\eta\). Had \(\theta\) been replaced by \(\theta^2\), the sum would still be one. Flux balance therefore cannot confirm the coverage rule. If \(s\) becomes \(s(1+i\alpha)\) with \(\alpha>0\), then \(\eta\) becomes \(\eta(1+i\alpha)\), and
\begin{equation}
1-|R|^2-|t|^2=\frac{2\alpha\eta}{(1+\alpha\eta)^2+\eta^2}>0
\end{equation}
is the absorbed fraction. A crystal needs two additions: a layer of finite thickness and a substrate that extends downward without end.

\section{The one-beam model}

Let the beam have kinetic energy \(E\) and glancing angle \(\vartheta\). Neglecting spin, the relativistic energy relation in a potential energy \(-v\) is
\begin{equation}
(\hbar c)^2k_{\rm local}^2=(E+mc^2+v)^2-m^2c^4 .
\end{equation}
Expand the square, drop \(v^2\), and use \(E+mc^2=\gamma mc^2\):
\begin{equation}
k_{\rm local}^2=k^2+\frac{2\gamma m}{\hbar^2}v,\qquad
k^2=\frac{E^2+2Emc^2}{(\hbar c)^2}.
\end{equation}
The one-beam assumption is \(\Psi=e^{i\mathbf K_\parallel\cdot\boldsymbol\rho}\psi(z)\), with \(K=k\sin\vartheta\). Only the lateral mean of the potential then acts on \(\psi\).

At each lateral position the growing layer is present (\(s=1\)) or absent (\(s=0\)). Its mean is \(\langle s\rangle=\theta\). If island edges do not alter the layer potential, the averaged equation is
\begin{align}
\psi''+[K^2+U(z)]\psi&=0,\\
U(z)&=\sum_{n\ge0}u(z+nd)+\theta u(z-d),\label{U}\\
u(z)&=\frac{2\gamma m}{\hbar^2}(1+i\alpha)v(z),
\end{align}
where \(d\) is the layer spacing and \(v\) is now the planar average for one full layer. The ratio \(\alpha\) models loss from the elastic beam, and the absorption of the new layer scales with coverage too. The omitted fluctuation has variance \(\langle(s-\theta)^2\rangle=\theta-2\theta^2+\theta^2=\theta(1-\theta)\). It scatters electrons out of the specular beam.

\section{Potential of a full layer}

Take a neutral spherical atom with nuclear charge number \(Z\) and electron density \(n(r)\), and let \(A\) be the cell area. The number of electrons per unit height is
\begin{equation}
\bar n(z)=2\pi\int_0^\infty n\,\rho\,d\rho
=2\pi\int_{|z|}^{\infty}n(r)\,r\,dr,
\end{equation}
because \(r^2=\rho^2+z^2\) gives \(\rho\,d\rho=r\,dr\) at fixed \(z\). For \(z>0\), Poisson's equation is \(v''=e^2\bar n/(\epsilon_0A)\). Neutrality lets both \(v\) and \(v'\) vanish far away. Two integrations, followed by a change in the order of integration, give
\begin{align}
v(z)&=\frac{e^2}{\epsilon_0A}\int_z^\infty(z'-z)\bar n(z')\,dz'\nonumber\\
&=\frac{\pi e^2}{\epsilon_0A}\int_{|z|}^\infty
n(r)\,r\,(r-|z|)^2dr .
\label{v}
\end{align}
The inner integral was \(\int_z^r(z'-z)dz'=(r-z)^2/2\), and symmetry extends the result to negative \(z\). The contributions of all atoms in the layer cell are added.

Integrating over height provides a check:
\begin{equation}
\int v\,dz=\frac{2\pi e^2}{3\epsilon_0A}\int_0^\infty n r^4dr
=\frac{e^2\langle r^2\rangle}{6\epsilon_0A},
\end{equation}
where \(\langle r^2\rangle=4\pi\int n r^4dr\) is summed over electrons. Dividing by \(d\) gives the mean inner potential \(V_0\).

The potential has a kink at each nuclear plane. Differentiating Eq.~\eqref{v} at \(0^+\) gives \(-e^2Z/(2\epsilon_0A)\), and the slope at \(0^-\) has the opposite sign. Placing slice edges on the nuclear planes keeps the potential smooth within each slice. This is convenient but not essential: with midpoint values, a kink inside a slice also gives an error of second order in the slice width.

\section{Slices and the bulk wave}

In a slice of width \(h\), replace \(U\) by its midpoint value and set \(q^2=K^2+U\). The solution with given values at the lower edge is \(\psi(z)=\psi_0\cos qz+\psi_0'\sin(qz)/q\). Hence
\begin{equation}
\binom{\psi}{\psi'}_{\!\rm up}
=\begin{pmatrix}\cos qh&\sin(qh)/q\\-q\sin qh&\cos qh\end{pmatrix}
\binom{\psi}{\psi'}_{\!\rm low}.
\label{slice}
\end{equation}
The determinant is \(\cos^2qh+\sin^2qh=1\).

Multiply these matrices over one bulk period to obtain \(M\), with trace \(\tau\). A Bloch wave satisfies \(\psi(z+d)=\lambda\psi(z)\), and since \(\det M=1\),
\begin{equation}
\lambda^2-\tau\lambda+1=0,\qquad
\lambda=\frac\tau2\pm\sqrt{\frac{\tau^2}{4}-1}.
\end{equation}
The first row of the eigenvalue equation gives the starting vector \((\psi,\psi')=(M_{12},\lambda-M_{11})\). If this vector vanishes, the second row supplies \((\lambda-M_{22},M_{21})\).

The wave must decay downward, so \(|\lambda|>1\). To treat zero absorption, define \(j=\operatorname{Im}(\psi^*\psi')\), which is positive for upward flux. Since \(\psi''=-(K^2+U)\psi\),
\begin{equation}
\frac{dj}{dz}=\operatorname{Im}(\psi^*\psi'')
=-\operatorname{Im}U\,|\psi|^2 .
\label{current}
\end{equation}
Over one period \(j\) is multiplied by \(|\lambda|^2\), so
\begin{equation}
(|\lambda|^2-1)\,j(0)=-\int_0^d\operatorname{Im}U\,|\psi|^2dz<0 .
\end{equation}
The wave with \(|\lambda|>1\) thus has \(j<0\) and carries flux downward. As \(\alpha\to0\) inside a band, both moduli approach one, and the sign of \(j\) selects the correct wave. In a gap, \(|\tau|>2\) and the modulus still decides.

Propagate this vector to a height \(z_t\) in vacuum, where \(\psi=ae^{-iKz}+be^{iKz}\). Combining \(\psi\) with \(\psi'/(iK)\) gives
\begin{align}
a&=\tfrac12\left[\psi-\psi'/(iK)\right]e^{iKz_t},\\
b&=\tfrac12\left[\psi+\psi'/(iK)\right]e^{-iKz_t},
\qquad R=b/a .
\end{align}

At \(\theta=1\), the crystal is the original one raised by \(d\). Its wave is
\begin{equation}
e^{-iK(z-d)}+R(0)e^{iK(z-d)}
=e^{iKd}\left[e^{-iKz}+R(0)e^{-2iKd}e^{iKz}\right],
\end{equation}
and hence \(R(1)=R(0)e^{-2iKd}\). The intensity repeats after each complete layer.

\section{Flux balance and its limits}

Normalize the wave to \(a=1\). In vacuum the cross terms in \(\psi^*\psi'\) are real, so \(j=-K(1-|R|^2)\). At a bulk height \(z_b\), define \(T=-j(z_b)/K\). Integrating Eq.~\eqref{current} from \(z_b\) to \(z_t\) yields
\begin{equation}
|R|^2+T+\frac1K\int_{z_b}^{z_t}\operatorname{Im}U\,|\psi|^2dz=1 .
\label{balance}
\end{equation}
For \(\alpha=0\), this becomes \(|R|^2+T=1\). In a gap, \(M\) and \(\lambda\) are real, the starting vector is real, and \(T=0\). Hence \(|R|=1\) at every coverage: without absorption, filling a layer changes the phase of the reflected beam but not its intensity.

The discrete calculation has the same conservation law. If \(U\) is real, the matrix in Eq.~\eqref{slice} is real. It acts alike on \((\psi,\psi')\) and on its complex conjugate, so the determinant \(\psi^*\psi'-\psi\psi'^*\) formed from the two is multiplied by one. Flux is conserved at any slice width, apart from rounding. Convergence must be judged from \(R\) itself.

\section{Response to coverage}

Let \(\psi_1\) and \(\psi_2\) be normalized solutions at coverages \(\theta_1\) and \(\theta_2\), with potentials \(U_1\) and \(U_2\). Their Wronskian \(W=\psi_1\psi_2'-\psi_2\psi_1'\) obeys
\begin{equation}
W'=-(U_2-U_1)\psi_1\psi_2 .
\end{equation}
Below the reach of the growing layer, both are multiples of the same Bloch wave, so \(W=0\). In vacuum, the terms in \(e^{\pm2iKz}\) cancel and \(W=2iK(R_2-R_1)\). Therefore
\begin{equation}
R_2-R_1=\frac{i}{2K}(\theta_2-\theta_1)
\int u(z-d)\psi_1\psi_2\,dz .
\end{equation}
Letting the coverages coincide gives
\begin{equation}
\frac{dR}{d\theta}=\frac{i}{2K}\int u(z-d)\psi^2dz,\qquad
\frac{d|R|^2}{d\theta}=2\operatorname{Re}\!\left(R^*\frac{dR}{d\theta}\right).
\label{response}
\end{equation}
The square is \(\psi^2\), not \(|\psi|^2\), because the Wronskian contains no complex conjugate. For the single sheet at small coverage, \(\psi=1\) and \(dR/d\theta=is/(2K)\), in agreement with Eq.~\eqref{sheet}.

\section{Implementation}

Here \(v\) is cut off beyond \(3d\). The bulk cell runs from \(-4d\) to \(-3d\), and the surface region from \(-3d\) to \(4d\).

\begin{verbatim}
tabulate v(|z|) from the atomic densities
for each K and theta:
    M = product of slice matrices, -4d to -3d
    find both eigenvalues of M
    if their moduli differ:
        take the larger modulus
    else:
        take the wave with downward flux
    T = -Im(conj(psi)*psi') / K
    absorbed = 0
    for each slice from -3d to 4d:
        U = U_substrate + theta*u(z-d)
        advance (psi, psi') upward
        add h*Im(U)*mean(|psi|^2) / K to absorbed
    extract a and b; R = b/a
    divide T and absorbed by |a|^2
    report R, T, |R|^2 + T + absorbed
\end{verbatim}

With \(N\) slices per layer, each pair \((K,\theta)\) needs \(N\) bulk slices, with two vectors advanced together, and \(7N\) surface slices. At \(N=200\) this is 1600 slices. The work is linear in \(N\) and in the number of angles and coverages. The bulk eigenvector does not depend on \(\theta\) and can be reused.

Upward propagation is stable in an absorbing crystal or a gap. The wanted wave grows by \(|\lambda|\) per bulk layer and the unwanted one shrinks by \(1/|\lambda|\), so relative contamination falls by \(|\lambda|^{-2}\). Downward propagation would amplify it. For a very thick surface region, \(\psi\) and \(\psi'\) may be rescaled together, with the accumulated integrals rescaled consistently; \(R\) is unchanged. At a band edge without absorption the two eigenvalues merge, and the choice of wave becomes sensitive to rounding.

\section{Example: filling a layer of hBN}

The example uses rough lattice lengths \(0.250\) nm in the plane and \(d=0.333\) nm between layers, with \(E=15\) keV. Boron lies over nitrogen in successive layers, but every layer has the same planar average, so one spacing is the period. The densities come from spherically averaged, fractionally occupied restricted Hartree--Fock atoms in the cc-pVTZ basis. Superposing them omits bonding, correlation and exchange with the beam electron.

The sums \(\langle r^2\rangle\) are 18.56 bohr\(^2\) for B and 13.51 bohr\(^2\) for N. Both the integrated potential and the moment formula give \(V_0=15.0\) eV. This value belongs to the chosen density model. Spreading the open-shell electrons evenly over both spins loses part of their exchange binding and makes the atoms too large, and adding diffuse basis functions raises \(V_0\) to 18.2 eV. Unrestricted Hartree--Fock atoms give 13.0 eV, which changes by only 0.1 eV with the same addition. The numbers below therefore illustrate the method and are not accurate predictions for hBN. The layer potential is 66 eV deep at the nuclear plane and 0.80 eV deep at \(d/2\). Lateral quadrature of the atomic Coulomb potential, at two heights for each atom, agrees with Eq.~\eqref{v} within a relative error of \(4\times10^{-14}\).

At \(\vartheta=1.3^\circ\),
\begin{equation}
K=632.05\sin1.3^\circ=14.34\ {\rm nm}^{-1},\qquad Kd/\pi=1.520 .
\end{equation}
The chosen \(\alpha=0.1\) gives a mean absorptive potential of 1.50 eV. For \(\theta=0.4\), 200 slices per layer give \(R=0.1976-0.0513i\). An adaptive integration through a crystal 30 layers thick, with no Bloch condition, gives \(0.1978-0.0512i\). The difference is \(1.8\times10^{-4}\), about 0.09\% of \(|R|\). With 100 slices it is \(7.2\times10^{-4}\), four times larger, as expected for second-order convergence.

The flux budget at this coverage is
\begin{equation}
0.04169+0.15237+0.80599=1.00005 ,
\end{equation}
for reflection, flux passing below \(-3d\), and absorption above that height. The small excess comes from the quadrature of \(|\psi|^2\), since propagation within each constant slice is analytic.

With \(\alpha=0\), the same coverage gives \(|R|^2=0.0511\) and \(T=0.9489\). Over 49 angles from \(0.6^\circ\) to \(3.0^\circ\) and five coverages, the largest departure from unit total flux is \(4\times10^{-14}\). With 10 slices per layer the departure at \(\theta=0.4\) is still below \(10^{-15}\), yet \(|R|^2\) is 0.0264, about half the 200-slice value.

Table~\ref{tab:growth} compares the mean-potential intensity with the wide-island limit derived in the next section.

\begin{table}[h]
\centering
\caption{Specular intensity at \(1.3^\circ\), with \(\alpha=0.1\) and 200 slices per layer. Finer slices change the mean-potential values by less than 1\%.}
\label{tab:growth}
\begin{tabular}{ccc}
\(\theta\)&Mean potential&Wide islands\\
0&0.00068&0.00068\\
0.25&0.054&0.00017\\
0.50&0.028&0.000003\\
0.75&0.0054&0.00017\\
1&0.00068&0.00068
\end{tabular}
\end{table}

In the mean-potential model the complete surface is dark and the quarter-filled layer is bright, with an intensity ratio of about 80. The initial slope from Eq.~\eqref{response} is 0.108. A straight line with that slope would reach only 0.028 at \(\theta=0.25\), about half the computed intensity. Extending the amplitude \(R\) linearly instead gives 0.33, far too much. Neither first-order estimate can replace the full calculation at this coverage.

The shape depends on angle. At \(1.0^\circ\), \(1.3^\circ\) and \(1.6^\circ\) the maximum lies near quarter coverage. At \(1.9^\circ\) the intensity first falls from 0.047 to 0.022 at \(\theta=0.14\), then rises to 0.053 at \(\theta=0.68\). For this potential the angle lies in a bulk gap, found between about \(1.89^\circ\) and \(1.95^\circ\); with unrestricted atoms the gap moves to between about \(1.99^\circ\) and \(2.06^\circ\), and with diffuse functions added to the restricted atoms it moves to between about \(1.70^\circ\) and \(1.77^\circ\). Its position is therefore uncertain by more than its width. At \(1.92^\circ\) the intensity is one at all sampled coverages when \(\alpha=0\), but varies between 0.033 and 0.064 when \(\alpha=0.1\). In this gap the intensity oscillation therefore depends on absorption.

\section{When the lateral mean fails}

For islands wide enough that each terrace reflects independently, the coherent amplitude is \((1-\theta)R_0+\theta R_1\), with \(R_0=R(0)\) and \(R_1=R(1)\). The locally reflected intensity minus the coherent part is
\begin{align}
I_{\rm diff}
&=(1-\theta)|R_0|^2+\theta|R_1|^2-|(1-\theta)R_0+\theta R_1|^2\nonumber\\
&=\theta(1-\theta)\left[|R_0|^2+|R_1|^2-2\operatorname{Re}(R_0^*R_1)\right]\nonumber\\
&=\theta(1-\theta)|R_0-R_1|^2\nonumber\\
&=4\theta(1-\theta)\sin^2(Kd)\,|R_0|^2 .
\end{align}
The last line uses \(|1-e^{-2iKd}|^2=4\sin^2Kd\). At half coverage and \(1.3^\circ\), almost all of the locally reflected intensity is diffuse: 0.00068, against \(3\times10^{-6}\) in the specular beam. The mean-potential model gives 0.028 there. At this angle \(Kd\) is close to \(3\pi/2\), so the waves from the two terrace levels nearly cancel at half coverage, and the two limits differ by four orders of magnitude. Both are compatible with flux conservation.

An estimate of the island size separating them follows from the lateral wavevector change \(g\sim1/L\) produced by islands of size \(L\). Along the beam it changes the squared normal wavenumber by about \(2k/L\). The scattered waves are weakly coupled if this greatly exceeds \(U_0=2\gamma mV_0/\hbar^2\), so the lateral mean requires
\begin{equation}
L\ll\frac{2k}{U_0}
=\frac{2(632.05)}{27.017\times15.025}\ {\rm nm}=3.1\ {\rm nm}.
\end{equation}
Fluctuations across the beam change the squared normal wavenumber only by about \(1/L^2\). For them the same argument requires \(L\ll U_0^{-1/2}=0.05\) nm, which is smaller than an atom. The 3.1 nm condition can therefore be relied on only when the coverage varies along the beam alone, as for narrow strips lying across it. At quarter coverage, keeping the lateral beams produced by the islands gives, for such strips 0.5 nm wide, an intensity within a few per cent of the 0.054 of the lateral mean. For a regular square array of square islands of the same width, it gives 0.014 with the beam along the rows and about 0.04 with the beam along the diagonal.

In vacuum the beam travels \(d/\tan\vartheta=14.7\) nm along the surface while descending one layer height. To reflect independently, terraces must be long compared with this length in the beam direction. Across the beam a much smaller width can suffice: at quarter coverage, strips a few nanometres wide lying along the beam give an intensity of order \(10^{-4}\), as in the wide-island limit, and not the 0.054 of the lateral mean. For lengths along the beam between the two scales neither limit is justified, and the lateral fluctuations must be treated explicitly.

Other lateral beams were estimated by diagonalizing the coupled-beam problem with the depth-averaged potential of a single layer, repeated without exchanging boron and nitrogen. At \(1.3^\circ\), their weight is 2.1\% for a beam along an in-plane lattice vector and 0.04\% at \(20^\circ\) from it, the best whole-degree azimuth between \(0^\circ\) and \(30^\circ\). These weights do not measure the error in the reflected intensity, because the potential at the nuclear planes is much deeper than its mean. Keeping the lattice beams through every layer, with boron over nitrogen and the growing layer scaled by \(\theta\), gives 0.052 and 0.026 at quarter and half coverage for the \(20^\circ\) azimuth, close to the one-beam values. With the beam along the lattice vector, however, the bare surface gives about 0.05 instead of 0.0007, and half coverage gives about 0.007 instead of 0.028. The one-beam numbers of this example should therefore not be used for that direction.

The lattice lengths are close to those of hBN. The absorption ratio is a model choice. Real growth need not complete one layer before starting the next, and islands tens of nanometres wide would violate the condition for the lateral mean. That is the largest uncertainty found here. The following model choices, each varied alone in the one-beam model at \(1.3^\circ\) and \(\theta=0.5\), have smaller effects. A trial thermal displacement of 0.015 nm lowers the intensity from 0.028 to 0.013. Reducing the potential by 10\% raises it to 0.036. Using unrestricted atoms raises it to about 0.053, and lowers the intensity ratio of the quarter-filled to the complete surface from about 80 to about 60. Adding diffuse basis functions to the restricted atoms lowers it to 0.015, changes the intensities at zero and quarter coverage to 0.0021 and 0.041, and so lowers that ratio to about 20. Setting \(\alpha\) to 0.05 or 0.20 gives 0.031 or 0.022. The bright maximum near quarter coverage is thus a property of the lateral-mean potential. It can describe narrow strips lying across the beam, at an azimuth where the lattice beams are weak. For compact islands, even very small ones, the height can be much lower and depends on their arrangement and on the beam direction.

\section*{Calculated quantities}
\begin{verbatim}
hBN rough a, d: 0.250, 0.333 nm; area 0.05413 nm^2
beam energy 15.0 keV; gamma 1.02935
k 632.05 nm^-1; 2 gamma m/hbar^2 27.017 nm^-2/eV
<r^2> summed over electrons: B 18.559, N 13.507 bohr^2
layer potential depth at plane 66.21 eV
layer potential depth at d/2 0.803 eV
mean inner potential: integral 15.025, moment 15.025 eV
planar-average largest relative error 3.5e-14
working angle 1.30 deg; K 14.339 nm^-1
K d/pi 1.5199; alpha 0.10; mean absorption 1.502 eV
theta=0.4: R slices 0.197624 -0.051278i
theta=0.4: R ODE    0.197789 -0.051210i
error, 100 and 200 slices/layer: 7.15e-04, 1.78e-04
with absorption, theta=0.4: |R|^2 0.041685
  flux to deeper bulk 0.152374; absorbed above it 0.805985
  sum of the three 1.000045
alpha=0, theta=0.4: |R|^2 0.051130, T 0.948870
alpha=0 largest flux defect on grid 3.9e-14
10 slices/layer: |R|^2 0.026370, flux defect 6.7e-16
  amplitude error of coarse R 8.39e-02
bulk gap 1.890 to 1.950 deg; test at 1.920 deg
gap, alpha=0: |R|^2 min 1.00000000
gap, alpha=0.1: |R|^2 min 0.03308, max 0.06428
theta, |R|^2 mean potential, |R|^2 wide islands (working angle)
  0.00  0.000681  0.000681
  0.25  0.054386  0.000172
  0.50  0.027707  0.000003
  0.75  0.005401  0.000172
  1.00  0.000681  0.000681
initial d|R|^2/dtheta 0.108484
dR/dtheta at 0.4: integral -0.18847+0.60904j, difference -0.18816+0.60894j
angle(deg), |R|^2 at 0, min @ theta, max @ theta
  1.0  0.000408  0.000408 @ 1.00  0.090525 @ 0.24
  1.3  0.000681  0.000681 @ 1.00  0.054386 @ 0.25
  1.6  0.002611  0.002611 @ 1.00  0.020235 @ 0.25
  1.9  0.046867  0.022297 @ 0.14  0.053358 @ 0.68
  2.2  0.003675  0.003675 @ 0.00  0.018293 @ 0.31
  2.5  0.001894  0.001892 @ 0.98  0.004506 @ 0.29
wide-island diffuse intensity at theta=0.5: 0.000678
path along surface per layer height 14.67 nm
island length scale 2k/U0 3.11 nm
variant: |R|^2 at theta=0 and theta=0.5
  thermal rms 0.015 nm: 0.000224, 0.012566
  potential x 0.9: 0.001237, 0.036360
  alpha = 0.05: 0.000780, 0.031148
  alpha = 0.20: 0.000375, 0.022372
non-specular weight at azimuth 0 deg 2.11e-02
least non-specular weight 3.79e-04 at 20 deg
inner-potential shift there -0.0167 eV
\end{verbatim}
